# Photoemission by unpolarized light: the halved beta and the magic angle

## Two readings from one shell

Light of wavelength 13.5 nm ejects electrons from a model atomic p shell. With linearly polarized light, a detector on the axis of the electric field records 1.485 times the intensity averaged over all directions. With unpolarized light, a detector on the axis of the beam records 0.758 times the average. One axis is favoured and the other is depleted. Yet a detector at 54.7° from either axis records the average itself.

The shell and the ejection process are the same in both cases. What differs is the relation between the reference axis and the electric field: the field lies along the first axis and perpendicular to the second.

## What is assumed

The targets are free atoms or molecules with random orientations. Each electron is ejected by one photon, and its spin is not detected. The light wave is taken as uniform across the target, which is the electric-dipole approximation. Scattering after emission is left out at first.

Let $\mathbf n$ be the unit vector along the electron's direction, $\mathbf k$ the unit vector along the beam, and $\mathbf e$ the unit polarization vector, with $\mathbf e\cdot\mathbf k=0$. Two angles must be kept apart:

$$\cos\theta_e=\mathbf e\cdot\mathbf n,\qquad \cos\theta=\mathbf k\cdot\mathbf n .$$

The first is measured from the field, for real $\mathbf e$, and the second from the beam. We also need

$$P_2(x)=\tfrac12(3x^2-1).$$

Its average over the sphere is zero, because the average of $\cos^2$ of the angle from any fixed axis is $1/3$.

## The angular law for polarized light

For one orientation of the target, the dipole amplitude is linear in the field: it is $\sum_i e_iD_i(\mathbf n)$. Squaring it and averaging over orientations gives

$$I=\sum_{ij}e_ie_j^*\,\rho_{ij}(\mathbf n),\qquad \rho_{ij}=\langle D_iD_j^*\rangle .$$

The average includes the sum over any states of the target that are not resolved.

After the average, $\mathbf n$ is the only direction left in $\rho$. Put $\mathbf n$ along $z$. A half turn about $z$ reverses the sign of $\rho_{xz}$ and $\rho_{yz}$ but must leave $\rho$ unchanged, so these elements vanish. A quarter turn gives $\rho_{xx}=\rho_{yy}$ and $\rho_{xy}=-\rho_{yx}$. Since $\rho$ is Hermitian, $\rho_{yx}=\rho_{xy}^*$, and therefore $\rho_{xy}$ is imaginary.

For real $\mathbf e$ the two elements $\rho_{xy}$ and $\rho_{yx}$ cancel in the sum. With $A=\rho_{xx}$ and $A+B=\rho_{zz}$, what remains is

$$I=A+B(\mathbf e\cdot\mathbf n)^2 .$$

Now write $(\mathbf e\cdot\mathbf n)^2=\frac13+\frac23P_2(\cos\theta_e)$. The sphere average is $\bar I=A+B/3$, and

$$\frac{I}{\bar I}=1+\beta P_2(\cos\theta_e),\qquad
\beta=\frac{2B/3}{A+B/3}=\frac{2B}{3A+B}.\tag{1}$$

The number $\beta$ is the anisotropy parameter. Intensities cannot be negative. Perpendicular to the field (1) gives $1-\beta/2\ge0$, and along the field it gives $1+\beta\ge0$. Hence $-1\le\beta\le2$.

## Averaging over the polarization

Unpolarized light is an equal incoherent mixture of two orthogonal polarizations $\mathbf e_1$ and $\mathbf e_2$. Incoherent means that we add intensities, not amplitudes. The vectors $\mathbf e_1,\mathbf e_2,\mathbf k$ form an orthonormal basis, so the squared components of the unit vector $\mathbf n$ add to one:

$$(\mathbf e_1\cdot\mathbf n)^2+(\mathbf e_2\cdot\mathbf n)^2=1-(\mathbf k\cdot\mathbf n)^2=\sin^2\theta .$$

The mean of $\cos^2\theta_e$ is half of this. Therefore

$$\langle P_2(\cos\theta_e)\rangle
=\frac32\,\frac{\sin^2\theta}{2}-\frac12
=\frac34(1-\cos^2\theta)-\frac12
=\frac14-\frac34\cos^2\theta
=-\frac12P_2(\cos\theta).$$

Equation (1) is linear in $P_2$, and its sphere average is the same for both polarizations. The average can be inserted directly:

$$\boxed{\frac{I_{\rm unpol}}{\bar I}=1-\frac{\beta}{2}P_2(\cos\theta)}\tag{2}$$

The sign and the factor can be read from two directions. An electron leaving along the beam is perpendicular to every possible field, so its intensity must equal the polarized intensity at $\theta_e=90^\circ$, which is $1-\beta/2$. An electron leaving at $90^\circ$ to the beam can be taken along $\mathbf e_1$ and perpendicular to $\mathbf e_2$. Its intensity is the mean of $1+\beta$ and $1-\beta/2$, which is $1+\beta/4$. Equation (2) gives both values.

The coefficient $-\beta/2$ lies between $-1$ and $1/2$. For $\beta=2$ the intensity is $\frac32\sin^2\theta$, with no emission along the beam. For $\beta=-1$ it is $\frac34(1+\cos^2\theta)$, with the largest emission along the beam.

Circular light uses $\mathbf e_\pm=(\mathbf e_1\pm i\mathbf e_2)/\sqrt2$. The symmetric part of $e_ie_j^*$ is then the same as for the unpolarized mixture. The antisymmetric part is imaginary, changes sign with helicity, and multiplies $\rho_{xy}$. A target with mirror symmetry has $\rho_{xy}=0$ after averaging, since reflection in a plane containing $\mathbf n$ reverses its sign. Either helicity alone then gives (2). A chiral target can distinguish the helicities, but an equal mixture of them still gives (2).

## Why the magic angle stays

The intensity equals its sphere average, whatever the value of $\beta$, where $P_2=0$:

$$\cos^2\theta_m=\frac13,\qquad \theta_m=54.7356^\circ .$$

The supplement, $180^\circ-\theta_m$, is also a solution. Equations (1) and (2) contain the same function $P_2$, so the number stays while the axis from which it is measured changes.

An electron at $\theta_m$ from the beam is not, in general, at $\theta_m$ from each field in the mixture. As the polarization turns about the beam, $\cos^2\theta_e$ runs from 0 to $\sin^2\theta_m=2/3$. Its mean is $1/3$, and this mean makes the anisotropy vanish. The cancellation therefore depends on equal weights.

To see what unequal weights do, give the two polarizations weights $(1+P)/2$ and $(1-P)/2$, where $P$ is the degree of linear polarization. Let $\phi$ be the azimuth of the electron about the beam, measured from the favoured polarization. The two squared projections are $\sin^2\theta\cos^2\phi$ and $\sin^2\theta\sin^2\phi$, so

$$\langle\cos^2\theta_e\rangle=\frac{\sin^2\theta}{2}(1+P\cos2\phi).$$

Inserting this in (1) gives

$$\frac{I}{\bar I}=1-\frac\beta2P_2(\cos\theta)+\frac34\beta P\sin^2\theta\cos2\phi .\tag{3}$$

At $\theta_m$ the last term is $\frac12\beta P\cos2\phi$. It vanishes at $\phi=45^\circ$, but not at a general azimuth.

## The anisotropy of a p shell

To obtain numbers we need $\beta$. Consider a filled p shell in a central potential, in atomic units. Its three orbitals are

$$\varphi_j=\sqrt{\frac{3}{4\pi}}\,\hat r_j\,\frac{u(r)}r,\qquad j=x,y,z.$$

The detected electron has momentum $p\mathbf n$. The complex conjugate of its final state is proportional to

$$\sum_l(2l+1)(-i)^l e^{is_l}\frac{F_l(r)}{pr}P_l(\mathbf n\cdot\hat{\mathbf r}),$$

where $s_l$ is the phase shift of the partial wave $F_l$. This choice makes the outgoing part of the final state match that of the detected wave: in the state itself, the factor $e^{-is_l}$ cancels the phase $e^{is_l}$ carried by the outgoing part of $F_l$.

The dipole operator contributes $r\hat r_i$. Split the angular product into its s and d parts:

$$\hat r_i\hat r_j=\frac{\delta_{ij}}3+\left(\hat r_i\hat r_j-\frac{\delta_{ij}}3\right).$$

The $l=0$ wave selects the first part, with angular integral $4\pi\delta_{ij}/3$. The $l=2$ wave selects the second. By symmetry,

$$\int P_2(\mathbf n\cdot\hat{\mathbf r})\left(\hat r_i\hat r_j-\frac{\delta_{ij}}3\right)d\Omega
=K\left(n_in_j-\frac{\delta_{ij}}3\right).$$

Contracting both sides with $n_in_j$ gives $\frac23\int P_2^2\,d\Omega=\frac23K$, so $K=4\pi/5$. The prefactor $5(-i)^2=-5$ turns this into $-4\pi$. Dropping factors common to both waves, the amplitude from orbital $j$ with field along $i$ is

$$T_{ij}=a\,\delta_{ij}+b\left(n_in_j-\frac{\delta_{ij}}3\right),\quad
a=\frac{R_s e^{is_0}}3,\quad b=-R_de^{is_2},$$

where $R_s$ and $R_d$ are the integrals $\int F_l\,r\,u\,dr$ for $l=0$ and $l=2$.

Let $c=a-b/3$. The amplitudes for the three orbitals form the vector $c\,\mathbf e+b(\mathbf e\cdot\mathbf n)\mathbf n$, and its squared length is

$$|c|^2+\left[|b|^2+2\,{\rm Re}(c^*b)\right](\mathbf e\cdot\mathbf n)^2 .$$

With $\Delta=s_2-s_0$ this identifies

$$A=\frac{R_s^2+R_d^2+2R_sR_d\cos\Delta}{9},$$

$$B=R_d^2-\frac23\left(R_d^2+R_sR_d\cos\Delta\right)=\frac{R_d^2-2R_sR_d\cos\Delta}{3}.$$

In $3A+B$ the interference terms cancel, leaving $(R_s^2+2R_d^2)/3$. Hence

$$\beta=\frac{2R_d^2-4R_sR_d\cos\Delta}{R_s^2+2R_d^2}.\tag{4}$$

Interference between the s and d waves changes where the electrons go, but not their total number.

## Radial integrals for a Coulomb model

Let the electron move in the field of a charge $Z$, both before and after ejection. Then $u\propto r^2e^{-Zr/2}$, the binding energy is $Z^2/8$ hartree, and with $\nu=Z/p$

$$F_l=C_l(pr)^{l+1}e^{-ipr}M(l+1+i\nu;2l+2;2ipr).$$

Here $M$ is the confluent hypergeometric series. Requiring unit amplitude at large $r$ gives $C_l=2^le^{\pi\nu/2}|\Gamma(l+1-i\nu)|/(2l+1)!$, and the phase is $s_l=\arg\Gamma(l+1-i\nu)$. Since $\Gamma(3-i\nu)=(2-i\nu)(1-i\nu)\Gamma(1-i\nu)$,

$$\frac{C_2}{C_0}=\frac{\sqrt{(1+\nu^2)(4+\nu^2)}}{30},\qquad
\Delta=-\arctan\nu-\arctan\frac\nu2 .$$

Define $J_l(\lambda)=\int_0^\infty r^{2l+1}e^{-(\lambda+ip)r}M\,dr$. Integrating the series term by term cancels the factorials that belong to $2l+2$ and leaves a binomial series. It converges for large $\lambda$ and is continued analytically to the value needed. With $D=\lambda^2+p^2$,

$$J_l=(2l+1)!\,\frac{E}{D^{l+1}},\qquad E=e^{-2\nu\arctan(p/\lambda)},\qquad \frac{dE}{d\lambda}=\frac{2Z}{D}E .$$

Each extra power of $r$ is supplied by $-d/d\lambda$. The d integral contains $r^6$, one power more than $J_2$:

$$-J_2'=120E\,\frac{6\lambda-2Z}{D^4}\;\to\;\frac{120ZE}{D^4}\quad\text{at }\lambda=\frac Z2 .$$

The s integral contains $r^4$, three powers more than $J_0$. The second derivative is

$$J_0''=E\left[\frac{(2Z-2\lambda)(2Z-4\lambda)}{D^3}-\frac2{D^2}\right].$$

At $\lambda=Z/2$ the factor $2Z-4\lambda$ vanishes, so the first term contributes to the next derivative only through $-4$, the derivative of that factor. The second term gives $-2E(2Z-4\lambda)/D^3=0$. Thus $-J_0'''=4ZE/D^3$.

Restoring the prefactors $C_2p^3$ and $C_0p$,

$$\frac{R_d}{R_s}=\frac{30p^2}{D}\frac{C_2}{C_0}
=\frac{\sqrt{(p^2+Z^2)(4p^2+Z^2)}}{p^2+Z^2/4}
=2\sqrt{\frac{p^2+Z^2}{p^2+Z^2/4}} .\tag{5}$$

The last step uses $4p^2+Z^2=4D$.

There are two useful limits. Just above threshold, $p\to0$, the ratio tends to 4 and $\cos\Delta\to-1$, so $\beta\to(32+16)/33=16/11$. For $p\gg Z$ the ratio tends to 2 and $\cos\Delta\to1$, so $\beta\to(8-8)/9=0$. Within this dipole model, the s and d waves then combine to an isotropic distribution.

## The numbers at 13.5 nm

Take $Z=1.8$. The photon energy is 91.84 eV and the binding energy 11.02 eV, so the electron leaves with $91.84-11.02=80.82$ eV. This corresponds to $p=2.437$ atomic units. Equation (5) gives

$$\frac{R_d}{R_s}=2\sqrt{\frac{5.940+3.240}{5.940+0.810}}=2.332 .$$

The phase difference is $-56.72^\circ$, with cosine 0.5488. Dividing (4) above and below by $R_s^2$,

$$\beta=\frac{2(2.332)^2-4(2.332)(0.5488)}{1+2(2.332)^2}
=\frac{10.88-5.12}{11.88}=0.485 .$$

For unpolarized light the coefficient is $-0.242$. The intensities relative to the sphere average are:

| Angle from the axis | Linear, from field | Unpolarized, from beam |
|---|---|---|
| 0° | 1.485 | 0.758 |
| 54.7° | 1.000 | 1.000 |
| 90° | 0.758 | 1.121 |

The value 0.758 appears twice because both entries describe emission perpendicular to the field. The value 1.121 is the mean of 1.485 and 0.758.

These laws were tested by integrating the dipole matrix element in three dimensions with the closed-form Coulomb scattering wave, without separating it into partial waves. The angle at which the unpolarized intensity equals its mean came out as 54.7356°. At a photon energy of 40 eV, with $Z$ unchanged, $\beta$ rises to 0.847, and the integration gives the same angle.

## When the light wave is not uniform

The dipole approximation replaces the factor $e^{i\mathbf q\cdot\mathbf r}$ by one, where $\mathbf q$ is the photon momentum. Here $q=0.0246$ atomic units. The next term, $i\mathbf q\cdot\mathbf r$, changes the parity of the final waves. The dipole term takes a p orbital to even waves, s and d; the next term takes it to odd waves, p and f. When $\mathbf n$ is reversed, even amplitudes keep their sign and odd amplitudes change theirs. Their interference therefore reverses between $\theta_m$ and its supplement.

Keeping the full factor in the model integral gives an odd shift of $+3.96\%$ of the sphere average at $\theta_m$: more electrons on the forward side, fewer on the backward side. With the electron momentum held fixed, halving $q$ halves this shift within 0.03% of the sphere average, as a first-order effect should. Averaging readings at 54.7° and 125.3° removes the odd part. The even part left by this factor is about 0.04%, but other relativistic corrections of second order are not included.

The magic angle thus removes the dipole anisotropy, not the effect of photon momentum. In this example the latter exceeds the error from either of two small faults in the apparatus. A residual linear polarization of 10% shifts the intensity by at most $\frac12(0.485)(0.10)=2.4\%$. A detector set 1° too far from the beam reads 0.59% high. This ordering is not general. Both faults are proportional to $\beta$, and the polarization fault would pass 3.96% for $\beta$ above about 0.8. At $\beta=1.4$ it is $\frac12(1.4)(0.10)=7\%$, and the 1° fault is 1.7%.

## From a free shell to a resist film

The wavelength is that of extreme-ultraviolet lithography, and the binding energy is roughly that of a valence p electron in carbon. The rest is a model. One charge $Z$ cannot reproduce the binding, the size of the orbital and the field felt by the departing electron in a real carbon atom, and bonding in a resist molecule changes the orbital again. The mismatch is large: screened central potentials for carbon, adjusted to the same binding energy, give a mean radius near 1.6 bohr instead of 2.8, $\beta$ near 1.4, and an odd shift near 3%. The value 0.485 should not be used as the anisotropy of carbon or of a resist. Equation (2) does not depend on that value, but it does require random orientation and free escape.

A film breaks the second requirement. Suppose the beam arrives at normal incidence and electrons lose a rough 10 eV of kinetic energy at the surface barrier. The momentum parallel to the surface is conserved. With the outside energy held at 80.82 eV, an electron detected at 54.74° from the surface normal travelled inside at an angle from that normal given by

$$\sin\theta_{\rm in}=\sin54.74^\circ\sqrt{\frac{80.82}{90.82}},\qquad \theta_{\rm in}=50.37^\circ .$$

The angular factor (2) must be evaluated at the inside angle. In the dipole approximation it is the same on either face of the film, because $P_2$ is unchanged when the angle is replaced by its supplement. The photon-momentum term has opposite signs on the two faces and is left out of this estimate. If $\beta$ is kept at 0.485, despite the higher energy inside, the factor is 2.7% below one. Escape probability and the change of solid angle at the surface are separate factors, not included in this figure. The second is larger but does not depend on $\beta$: differentiating the refraction law gives $d\Omega_{\rm in}/d\Omega_{\rm out}=80.82\cos54.74^\circ/(90.82\cos50.37^\circ)=0.81$.

Elastic scattering inside the film also weakens the anisotropy. If each collision sends the electron in a random direction, scattered electrons contribute nothing to the average of $P_2$. For path length $s$ and scattering length $\ell$, a fraction $e^{-s/\ell}$ has not scattered. With rough values of 1 nm for both, 36.8% of the anisotropy survives, and the coefficient changes from $-0.242$ to $-0.089$. In an unbounded medium the distribution keeps the form of (2), so the magic angle stays. Near a surface, escape depends on direction and depth, and that conclusion no longer follows.

For a free-target measurement with unpolarized light, the detector therefore belongs at 54.7° from the beam, paired with one at 125.3° if an error of a few percent matters. The pair does not remove a residual linear polarization; by (3), that term vanishes at an azimuth of 45° from the favoured polarization. For a film, the same setting also needs corrections for refraction, elastic scattering and escape. The computed values are collected in the numerical output below.

## Calculated quantities

```
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Effective charge Z: 1.8 (elementary charges)
Model binding energy: 11.02 eV
Electron kinetic energy: 80.82 eV
Electron momentum p: 2.4372 atomic units
Radial integral R_s: 0.01816 bohr^(3/2)
Radial integral R_d: 0.04235 bohr^(3/2)
Ratio R_d/R_s: 2.3324 (dimensionless)
Phase difference s2-s0: -56.72 degrees
Cosine of phase difference: 0.5488 (dimensionless)
beta, linear light: 0.4848 (dimensionless)
-beta/2, unpolarized light: -0.2424 (dimensionless)
beta at 40 eV photon energy: 0.8471 (dimensionless)
Magic angle, analytic: 54.7356 degrees
Magic angle, quadrature at 13.5 nm: 54.7356 degrees
Magic angle, quadrature at 40 eV: 54.7356 degrees
Linear intensity/mean, 0.0 degrees from field: 1.4848
Unpolarized intensity/mean, 0.0 degrees from beam: 0.7576
Linear intensity/mean, 54.7 degrees from field: 1.0000
Unpolarized intensity/mean, 54.7 degrees from beam: 1.0000
Linear intensity/mean, 90.0 degrees from field: 0.7576
Unpolarized intensity/mean, 90.0 degrees from beam: 1.1212
Photon momentum q: 0.02463 atomic units
Photon-momentum odd shift at magic angle: +3.96 percent
Photon-momentum even shift at magic angle: +0.038 percent
Assumed residual linear polarization: 10 percent
Largest polarization shift at magic angle: 2.42 percent
Shift for +1 degree misalignment: +0.59 percent
Rough surface barrier: 10 eV
Inside angle for magic exit angle: 50.37 degrees
Angular-factor shift from refraction: -2.67 percent
Rough path in film: 1.0 nm
Rough isotropic-scattering length: 1.0 nm
Anisotropy surviving scattering: 36.8 percent
Unpolarized P2 coefficient after scattering: -0.0892 (dimensionless)
```
